# The Residual-Resistivity Dipole of a Single Planar Grain Boundary

## Definitions and conventions

A flat grain boundary lies at $x=0$ between two identical free-electron grains. Electrons flow steadily to the right, so the conventional current points left. The algebra uses atomic units, $e=\hbar=m=1$, with electron charge $-1$.

The boundary is specular: the wave vector along the plane is conserved. An electron arriving with direction cosine of magnitude $\mu$ leaves with the same magnitude, transmitted with probability $T(\mu)$ or reflected with $R(\mu)=1-T(\mu)$. Scattering in the grains is elastic and isotropic, with mean free path $l$. Phases between successive scattering events are taken to average out, and the response is linear in the current.

Let $\psi(x,\mu)$, with $-1\le\mu\le1$, be the shift in filling level of Fermi-surface electrons moving in direction $\mu$, measured at fixed total energy, kinetic plus electrostatic. Define

$$\langle g\rangle=\tfrac12\int_{-1}^{1}g\,d\mu,\qquad \phi=\langle\psi\rangle,\qquad J=\langle\mu\psi\rangle .$$

Here $\phi$ is the local electrochemical potential. With density of states $N=k_F/\pi^2$ (both spins) and speed $v_F=k_F$, the particle current density is $Nv_FJ=k_F^2J/\pi^2$. Moments of the boundary coefficients are

$$r_n=\int_0^1\mu^nR\,d\mu,\qquad t_n=\int_0^1\mu^nT\,d\mu,\qquad r_n+t_n=\frac1{n+1}.$$

The boundary's drop $\Delta$ is found by extending the straight bulk lines of $\phi(x)$ from both sides to $x=0$ and taking left minus right.

## What happens: one channel first

Suppose electrons move only along $\mu=\pm1$. Put the zero of energy midway between the two sides. By symmetry, if electrons reach the plane from the left with shift $\psi_{in}$, those from the right have $-\psi_{in}$. The beam leaving to the left contains reflected left electrons and transmitted right electrons, so its shift is $(R-T)\psi_{in}$. Therefore

$$\phi(0^-)=\tfrac12(1+R-T)\psi_{in}=R\psi_{in},\qquad J=\tfrac12(1-R+T)\psi_{in}=T\psi_{in}.$$

The right side has $\phi(0^+)=-R\psi_{in}$, so

$$\Delta=2R\psi_{in}=2J\,\frac RT .$$

The incident side carries the incoming beam plus its reflection, $1+R$, while the far side receives $T$. That imbalance is the drop. With two directions, $\phi$ and $J$ fix both beams, $\psi_\pm=\phi\pm J$, and the bulk line continues straight to the plane.

The current of one channel with two spins is $(\psi_+-\psi_-)/\pi=2J/\pi$. The resistance is thus $\pi R/T$, or $(h/2e^2)R/T$ in ordinary units. This is Landauer's result for the scatterer without its contacts.

## Why the drop follows from momentum balance

In three dimensions the answer depends on how the incoming electrons are distributed in angle. Between collisions $\psi$ is carried along unchanged; collisions relax it towards its angular mean:

$$\mu l\,\frac{\partial\psi}{\partial x}=\phi-\psi .$$

Averaging over angle gives $l\,dJ/dx=0$. Multiplying by $\mu$ first and then averaging gives, because $\langle\mu\rangle=0$,

$$l\,\frac{d}{dx}\langle\mu^2\psi\rangle=-J .$$

Far from the plane, try $\psi=C-a(x-\mu l)$. It satisfies the transport equation, and $J=al\langle\mu^2\rangle=al/3$, so $a=3J/l$. Deep in the left grain,

$$\psi=\frac\Delta2-\frac{3Jx}{l}+3J\mu,\qquad \langle\mu^2\psi\rangle=\frac\Delta6-\frac{Jx}{l}.$$

The second moment has slope $-J/l$ everywhere on the left, right up to the plane. Its value there is therefore $\Delta/6$, whatever happens to the angular distribution in between.

At the plane, the one-channel argument applies to each angle: for $\mu>0$ the incoming shift is $\psi_{in}(\mu)$ and the outgoing one $(R-T)\psi_{in}(\mu)$. Since $1+R-T=2R$ and $1-R+T=2T$,

$$\langle\mu^2\psi\rangle_{0^-}=\int_0^1\mu^2R\,\psi_{in}\,d\mu,\qquad J=\int_0^1\mu T\,\psi_{in}\,d\mu,$$

and hence

$$\boxed{\Delta=6\int_0^1\mu^2R(\mu)\,\psi_{in}(\mu)\,d\mu}$$

This is a force balance. A reflected electron transfers momentum $2k_F\mu$. The excess flux from the left is $\tfrac12Nv_F\mu\,\psi_{in}\,d\mu$, and the equal deficit from the right doubles the net force. The force per area on the boundary is

$$F=2Nv_Fk_F\int_0^1\mu^2R\,\psi_{in}\,d\mu=\frac{Nv_Fk_F}{3}\,\Delta=n\Delta,$$

because the electron density is $n=k_F^3/3\pi^2=Nv_Fk_F/3$. The drop is the additional driving force per electron, integrated across the boundary, that replaces the momentum lost there.

## Limits and a working formula

**Nearly transparent boundary.** To leading order in $R$, the incoming electrons keep the bulk distribution $\psi_{in}=3J\mu$. Then $\Delta=18Jr_3$. At equal reflection probability, electrons near normal incidence count most: they carry more current and lose more momentum when reflected.

**Nearly opaque boundary.** Each side is almost in equilibrium, so $\psi_{in}=\Delta/2$. Current conservation gives $J=\tfrac12\Delta t_1$, hence $\Delta=2J/t_1$.

**Between the limits.** Extend the bulk distribution to the plane, $\psi_{in}\approx\Delta/2+3J\mu$. Momentum balance becomes

$$\Delta\approx3r_2\Delta+18Jr_3 .$$

Since $1-3r_2=3t_2$,

$$\Delta\approx\frac{6r_3}{t_2}\,J .$$

This is an approximation. It reproduces the transparent limit but does not separately enforce current conservation at the plane. For angle-independent $R$ it gives $4.5JR/T$, whereas the opaque formula gives $4J/T$.

**A different feed.** If isotropic reservoirs sit directly at the plane, $\psi_{in}=c$. The local drop is $2\int_0^1R\psi_{in}d\mu=2cr_0$ and $J=ct_1$, so their ratio is $2r_0/t_1$. This describes another arrangement, not a boundary inside a long diffusive line.

## The charge dipole

Raising the filling level by $\phi$ adds $N\phi$ electrons per volume; raising the band by the electrostatic energy $U$ removes $NU$. Thus $\delta n=N(\phi-U)$, and the charge density is $\rho=-\delta n$. The electron's energy is minus the electrostatic potential, so Poisson's equation reads

$$U''=4\pi\rho=\kappa^2(U-\phi),\qquad \kappa^2=4\pi N .$$

Let $\delta$ be the sharp drop, $\phi(0^-)-\phi(0^+)$. Over distances much shorter than $l$, $\phi$ is nearly a step, and the continuous solution is

$$U=-\frac\delta2\,\mathrm{sgn}(x)\left(1-e^{-\kappa|x|}\right),\qquad \delta n=-\frac{N\delta}2\,\mathrm{sgn}(x)\,e^{-\kappa|x|}.$$

Electrons accumulate on the incident side and are depleted on the far side, with $N\delta/2\kappa$ per area in each layer. The electrochemical potential jumps; the electrostatic potential does not.

The total dipole needs no step approximation. Integrate between neutral bulk points $\pm X$, where $U=\phi=\mp\Delta/2-3Jx/l$:

$$4\pi p=\int_{-X}^{X}xU''dx=\bigl[xU'-U\bigr]_{-X}^{X}=-\frac{6JX}{l}+\Delta+\frac{6JX}{l}=\Delta .$$

Thus $p=\Delta/4\pi$, or $\varepsilon_0\Delta/e$ in SI units with $\Delta$ as an energy. The dipole points from the electron-rich left to the depleted right. The equal bulk fields on the two sides also make the net charge zero.

## How large: a model metal line

Take a barrier $S\delta(x)$. For an incident wave of normal wave number $k$, with amplitudes $r$ and $t$, continuity gives $1+r=t$. Integrating the Schrödinger equation across the barrier gives $ikt-ik(1-r)=2St$. Eliminating $r$ leaves $2ik(t-1)=2St$, so $t=k/(k+iS)$. With $k=k_F\mu$ and $s=S/k_F$,

$$T(\mu)=\frac{\mu^2}{\mu^2+s^2},\qquad R(\mu)=\frac{s^2}{\mu^2+s^2}.$$

Polynomial division gives the integrals

$$t_1=\tfrac12\left[1-s^2\ln\left(1+s^{-2}\right)\right],\quad r_3=s^2t_1,\quad t_2=\tfrac13-s^2+s^3\arctan(1/s).$$

The round inputs are a Fermi energy of 7 eV, the free-electron mass, $l=400$ Å, grain length 400 Å, $S=4$ eV Å and current density 1 MA/cm². They give $s=0.387$, normal-incidence reflection 0.130, $r_3=0.0521$ and $t_2=0.2531$. The working formula yields

$$\frac\Delta J\approx\frac{6(0.0521)}{0.2531}\approx1.23 .$$

A numerical solution of the transport equation on both sides gives 1.27, so the estimate is 3% low. At the four strengths $s=0.2$, 0.387, 1 and 3, its largest error relative to such solutions is 6.1%. The transparent formula gives 0.94 here and the opaque one 5.76; this boundary is in neither limit. Reservoirs at the plane would give a local ratio of 2.68, about twice the value for the diffusive line.

Dividing $\Delta$ by the current gives the specific boundary resistance,

$$\frac{\pi^2\hbar}{e^2k_F^2}\frac\Delta J=(2.207\times10^{-12})(1.273)=2.81\times10^{-12}\ \Omega\,\mathrm{cm}^2 .$$

At 1 MA/cm², $\Delta=2.81\times10^{-6}$ eV, a drop of 2.81 µV. The bulk slope $3J/l$ gives a resistivity $3\pi^2\hbar/(e^2k_F^2l)=1.66\times10^{-6}$ Ω cm and a drop of $6.62\times10^{-6}$ eV over one grain. The boundary therefore adds about 42% to the grain's own resistance. It equals $l\Delta/3J=170$ Å of bulk metal.

The dipole is $1.55\times10^{-8}$ $e$/Å. Each screening layer holds $1.76\times10^{-8}$ electrons per Å$^2$: an excess on the left and a deficit on the right. The charge is very small because it supports only microvolts, even though the layers are only ångströms apart.

### The sharp drop overshoots

The sharp drop is $3.52\times10^{-6}$ eV, 1.25 times $\Delta$. Its expression is $\delta=2\int_0^1R\psi_{in}d\mu$, so

$$\delta-\Delta=2\int_0^1(1-3\mu^2)R\,\psi_{in}\,d\mu .$$

This barrier reflects grazing electrons most strongly. They raise the local density but transfer little normal momentum. Inserting $\psi_{in}\approx\Delta/2+3J\mu$, the isotropic part contributes about $+0.29J$ and the linear part about $-0.02J$. The transport solution gives $+0.32J$, so the isotropic part explains most of the overshoot.

Over a distance of order $l$, the angular distribution relaxes and removes the excess. The screening layers alone have a dipole of about $1.95\times10^{-8}$ $e$/Å; the wider kinetic layer contributes about $-0.39\times10^{-8}$ $e$/Å. For angle-independent $R$, the same approximate distribution gives $\delta-\Delta=-1.5RJ$, an undershoot. The sign is thus a property of the boundary's angular reflection.

## What real lines change

Copper lines are the natural comparison. Their room-temperature bulk resistivity is roughly 1.7 µΩ cm, the mean free path roughly 40 nm, and reported resistances of high-angle boundaries range from about $10^{-12}$ Ω cm² for ordered boundaries to a few $10^{-11}$ Ω cm² for single random ones; coherent twin boundaries lie well below this range. The model lies in its lower part, but $S$ was chosen, not calculated for a particular boundary. The following changes are relative to the model's $\Delta$ at fixed current, with other inputs held fixed unless stated.

- **Barrier shape.** Spreading the same $S$ over a width $w=2$ Å lowers $\Delta$ by 45%. To first order in the barrier, the reflection amplitude is multiplied by the average of the round-trip phase factor $e^{2ikx}$ over the width, $\sin(kw)/(kw)$: waves reflected from different depths partly cancel. This lowers the reflection near normal incidence, which matters most for $\Delta$; strongly oblique electrons are reflected somewhat more than by the thin barrier. This barrier is too high for the first-order factor to be accurate at normal incidence; exact matching there gives a reflection of 0.016 instead of 0.130. Integrated barrier strength alone does not determine the resistance.
- **Roughness.** Suppose 20% of the arriving electrons leave in random directions, crossing with the flux-averaged transmission probability. This raises $\Delta$ by 11%.
- **Neighbouring boundaries.** A regular chain with spacing 400 Å lowers the drop per boundary by 0.7%. This calculation adds probabilities, not wave amplitudes.
- **Unequal grains.** For normal velocities $v_1,v_2$, flux matching replaces the derivative condition by $iv_2t-iv_1(1-r)=2St$. Then $T=(v_2/v_1)|t|^2=4v_1v_2/[(v_1+v_2)^2+4S^2]$. With $v_2/v_1=1.2$, normal reflection falls from 0.130 to 0.118: the higher mean velocity weakens the barrier's effect more than the mismatch adds reflection. This does not fix the sign of the change in $\Delta$. If the velocities differ because one Fermi sphere is larger, its most oblique electrons find no matching state across the plane and are totally reflected, so the drop can rise even though normal reflection falls.
- **Temperature.** At 378 K, with the chemical potential held fixed, thermal smearing changes the flux transmitted from an isotropic feed by less than 0.001%; this indicates a negligible effect but is not itself the change in $\Delta$. Phonons shorten $l$, which changes the bulk resistance; for an isolated boundary in this model, $\Delta/J$ does not depend on $l$.

Surface scattering, non-spherical Fermi surfaces and boundaries tilted to the current are not sized here.

The charge profile is less secure than its dipole. The Thomas–Fermi length is 0.55 Å, but the Fermi wavelength is 4.6 Å, so the exponential layers are only a schematic picture. Interference between incident and reflected waves adds density ripples. Before screening, the ripples, expressed as an equivalent level shift, stay below 10% of $\delta/2$ around 10 Å and below 1% around 100 Å. The relation $p=\Delta/4\pi$ includes all current-induced charge, provided that the integration ends where the ripples have died away and the bulk is neutral.

## What to do about it

To measure a boundary resistance, fit the potential on both sides several mean free paths away and extrapolate to the plane. If the grains are too short for this, fit a transport model that includes the neighbouring boundaries. A probe much closer than $l$ senses the kinetic layer; in this example the electrochemical step at the plane is 25% too large.

To predict one, calculate $T(\mu)$ for the actual atomic structure and use $6r_3/t_2$ as a first estimate, if the boundary is specular and the bands are nearly isotropic. Its error depends on the shape of $T(\mu)$: it is about 7% low for the 2 Å barrier above, up to 12.5% high for angle-independent $R$, and up to 25% low for a thick tunnelling barrier, where $t_2\approx t_1$ and $r_3\approx\tfrac14$ give $1.5/t_1$ instead of $2/t_1$. Strong roughness or a need for better accuracy calls for the full transport solution. A calculation with ideal leads gives the two-contact ratio $2/t_1$, here 5.76, because the reservoirs' level difference is $2c$ and $J=ct_1$. Used directly as the resistance of a boundary within a line, it would be too large by a factor of 4.5. Subtracting the contact term of a perfect plane, $2/t_1=4$ for $T=1$, leaves 1.76, which is still 38% above the transport value.

For a line with identical boundaries perpendicular to the current at spacing $D$, the added resistivity is the specific boundary resistance divided by $D$. The chain calculation supports this at $D=l$; much shorter spacings need a new solution. Under these conditions, longer grains reduce the number of dipoles, and boundaries with less reflection near normal incidence reduce the drop at each one, provided that reflection at other angles does not increase. The numerical output below lists the values used.

## Calculated quantities

```
Fermi energy: 7.0 eV
mean free path: 400 angstrom
grain length: 400 angstrom
barrier strength S: 4.0 eV angstrom
current density: 1.0 MA/cm^2
Fermi wave number: 1.3555 1/angstrom
s = S/k_F (atomic units): 0.3873
normal-incidence reflection: 0.1304
moments r0, r3: 0.4652, 0.0521
moments t1, t2: 0.3472, 0.2531
Delta/J, transport solution: 1.2734
Delta/J, from force at plane: 1.2734
Delta/J, closed estimate 6 r3/t2: 1.2345
Delta/J, transparent formula 18 r3: 0.9374
Delta/J, opaque formula 2/t1: 5.7596
local drop/J, reservoirs at plane: 2.6796
largest estimate error, s=0.2 to 3: 6.1 %
change on refining the grid: 0.000 %
sharp part of drop at plane: 1.253
resistance unit pi^2 hbar/(e^2 kF^2): 2.207e-12 ohm cm^2
boundary resistance: 2.810e-12 ohm cm^2
bulk resistivity: 1.655e-06 ohm cm
J at this current: 2.207e-06 eV
electrochemical drop Delta: 2.810e-06 eV
sharp drop at plane: 3.522e-06 eV
bulk drop over one grain: 6.621e-06 eV
equivalent bulk length: 169.8 angstrom
Thomas-Fermi length: 0.554 angstrom
Fermi wavelength: 4.635 angstrom
excess electrons, incident side: 1.758e-08 1/angstrom^2
dipole per area: 1.553e-08 e/angstrom
drop change, chain of boundaries: -0.7 %
diffuse fraction tried: 0.2
drop change, diffuse fraction: +11.1 %
finite barrier width tried: 2.0 angstrom
drop change, finite width: -45.0 %
velocity ratio tried: 1.2
normal reflection with mismatch: 0.1176
temperature of use: 378 K
thermal change of transmitted flux: +0.0005 %
interference/half sharp drop at 10 angstrom: 0.095
interference/half sharp drop at 100 angstrom: 0.009
```
